Isotropic etching of a sinusoidal surface: when and how its crests sharpen

A solid fills the region z < h0(x), with

h0(x) = a cos(kx), a > 0, k = 2π/λ,

and is uniform along y. An etchant fills the space above it. The surface is dissolved everywhere at the same speed v, measured along the local normal into the solid. The speed does not depend on crystal orientation, surface curvature, position or time, and the solid is thick enough never to be etched through. The etched depth d = vt, measured along the normal, serves as the time variable. The largest initial slope is written ε = ak; it need not be small.

**(a) Find the equation of motion of the surface height h(x,d), and show that each surface element travels along a straight line.**

Solution. A tangent to the surface is (1, h_x), where a subscript denotes a partial derivative. The unit normal pointing into the solid is

n = (h_x, −1)/√(1+h_x²).

Its product with the tangent vanishes, and its z component is negative. While the depth grows by δd, a surface point moves by n δd and must stay on the surface. To first order,

h_x · h_x/√(1+h_x²) + h_d = −1/√(1+h_x²),

where the left side is the change of h seen by the moving point and the right side is its change of height. Solving for h_d gives

h_d = −(1+h_x²)/√(1+h_x²) = −√(1+h_x²).

At a fixed x, an inclined surface therefore sinks faster than a horizontal one.

Let p = h_x. Differentiating the equation of motion with respect to x gives

p_d + [p/√(1+p²)] p_x = 0.

The slope p is thus constant for an observer who moves sideways at the rate dX/dd = p/√(1+p²). Since p is constant, so is this rate. The height seen by the observer changes at the rate

h_d + p dX/dd = −√(1+p²) + p²/√(1+p²) = −1/√(1+p²),

which is constant too. An element that starts at x therefore follows the straight ray

X = x + d h0'(x)/√(1+h0'(x)²),
Z = h0(x) − d/√(1+h0'(x)²).

The ray has length d and points along the initial normal. To the right of a crest h0' is negative, so the rays lean back under the crest; those on its left lean the other way. Rays converge below crests and diverge below valleys.

**(b) At what depth do neighbouring rays first meet, and where?**

Solution. Neighbouring rays meet when the landing position X stops increasing with the starting position x. The derivative needed is

d/dx [h0'/√(1+h0'²)] = h0''/√(1+h0'²) − h0'² h0''/(1+h0'²)^(3/2)
= h0''/(1+h0'²)^(3/2).

Define the curvature with a sign that makes it positive where the solid is convex, as at a crest:

κ(x) = −h0''/(1+h0'²)^(3/2).

Then

dX/dx = 1 − d κ(x).

The first zero occurs where κ is largest. For the sinusoid h0' = −ε sin(kx) and h0'' = −ak² cos(kx), so

κ(x) = ak² cos(kx)/[1+ε² sin²(kx)]^(3/2).

The numerator is at most ak² and the denominator is at least 1. Both limits are reached together where cos(kx) = 1, that is, at the crests and nowhere else. Hence κ_max = ak², and neighbouring rays first meet below the crests at

d_c = 1/κ_max = 1/(ak²) = λ²/(4π²a).

No small-slope approximation has been made. The valleys have curvature −ak², equal in size and opposite in sign; there 1 − dκ = 1 + d ak² grows, and the rays never meet. The sign is therefore essential: the relevant maximum is that of the convex curvature.

**(c) Part (b) compares neighbouring rays. Show that rays from distant points do not spoil the surface earlier.**

Solution. Etching at speed v in every direction removes each solid point that lies within distance d of the region initially filled by etchant. This rule agrees with the normal-speed law while the surface is smooth, as shown below, and it also defines the front when the surface has a corner and no unique normal. The removed region is a union of discs of radius d centred on the initial etchant. Its lower boundary comes from discs centred on the initial surface, since a higher centre gives a higher disc:

h(X,d) = minimum of F(x) over |x−X| ≤ d,
F(x) = h0(x) − √(d²−(X−x)²).

The derivative is

F'(x) = h0'(x) − (X−x)/√(d²−(X−x)²).

It tends to −∞ at the left end of the interval, x = X−d, and to +∞ at the right end. F therefore falls on entering the interval from either end, and the minimum lies inside, where F' = 0. Write u = X−x. The condition F' = 0 reads

h0' = u/√(d²−u²).

Thus u has the sign of h0'. Squaring gives h0'²(d²−u²) = u², so

u = d h0'/√(1+h0'²), √(d²−u²) = d/√(1+h0'²).

These are the ray equations of part (a): the stationary points of F are precisely the rays that arrive at X, and the value of F there is the ray height Z.

For d < d_c, dX/dx ≥ 1 − d/d_c > 0. The landing position increases strictly with x, and it covers the whole line because |X−x| < d. One ray, and no more, arrives at each X. It must supply the minimum, so the front is the ray curve. Since dX/dx never vanishes, x is a smooth function of X, and so is the front height. No singularity can occur before d_c, even on a steep surface whose opposite flanks face each other.

**(d) How do the curvature and the peak-to-valley height change before d_c?**

Solution. Each element keeps its slope, so h_X = h0'(x). Differentiating with respect to X,

h_XX = h0''(x)/(dX/dx) = h0''(x)/(1−dκ).

Dividing by −(1+h0'²)^(3/2), which does not change along the ray, gives

κ(x,d) = κ(x)/[1−dκ(x)].

For nonzero curvature, the reciprocal is 1/κ(x,d) = 1/κ(x) − d. The crest and valley radii are therefore

R_crest = d_c − d, R_valley = d_c + d.

The crest radius shrinks by one micrometre for each micrometre etched and reaches zero at d_c. This establishes that the meeting of rays found in part (b) is a real singularity of the front: its curvature diverges.

The crest and valley rays are vertical, since the slope is zero at both. Their heights are a−d and −a−d, with difference 2a. Isotropic etching at constant speed therefore does not reduce the peak-to-valley height at all before d_c. It redistributes the curvature, making crests narrower and valleys broader.

**(e) Is the front at d = d_c a cusp in the geometric sense?**

Solution. Expand near the crest at x = 0. To second order in kx,

κ/κ_max ≈ (1−k²x²/2)(1−3ε²k²x²/2) ≈ 1 − (1+3ε²)k²x²/2.

At d = d_c we have d_c κ = κ/κ_max, hence

dX/dx ≈ (1+3ε²)k²x²/2, X ≈ (1+3ε²)k²x³/6.

Inverting and multiplying by k,

kx ≈ [6kX/(1+3ε²)]^(1/3).

The conserved slope is h_X = −ε sin(kx) ≈ −ε kx. For X > 0, integration of −h_X from 0 to X gives the drop below the crest. The integral of X^(1/3) is (3/4)X^(4/3), and the profile is symmetric, so to leading order

h(0) − h(X) ≈ C |X|^(4/3),
C = (3/4) ε [6k/(1+3ε²)]^(1/3).

The slope vanishes as |X|^(1/3), while the curvature diverges as |X|^(−2/3). The front thus has a horizontal tangent and infinite curvature at the crest. It is not a geometric cusp, at which a curve turns back on itself, nor yet a corner. The statement that a cusp forms at d_c is correct if "cusp" means the birth of a sharp ridge.

**(f) What does the front look like after d_c?**

Solution. By symmetry, consider X = 0, where F(x) = h0(x) − √(d²−x²). Its second derivative at the crest is

F''(0) = −ak² + 1/d = 1/d − 1/d_c,

which is negative for d > d_c. The crest ray has become a local maximum of F and no longer supplies the front.

The minimum lies within |x| ≤ λ/2. Any more distant x has a counterpart in this range with the same h0 but closer to X = 0, and so with a smaller F. In this range, let s = ε sin(kx) for 0 < x < λ/2. A ray from x reaches X = 0 if x = d s/√(1+s²), that is, if

d = G(x), G(x) = x√(1+s²)/s = x√(1+1/s²).

As x → 0, G → 1/(εk) = d_c. As x → λ/2, s → 0 and G → ∞. In between,

G'/G = 1/x − k cot(kx)/(1+s²).

For kx < π/2, the inequality tan(kx) > kx gives k cot(kx) < 1/x, and division by 1+s² only lowers the subtracted term. For kx ≥ π/2 the cotangent is zero or negative. Thus G' > 0 throughout, and each d > d_c has one solution x_s. The mirror point −x_s gives the same height, and these two rays supply the front.

The ray from x_s brings the slope −s to the right side of the ridge; the ray from −x_s brings +s to the left. The front has a corner whose angle inside the solid is

180° − 2 arctan(s), with s = ε sin(kx_s).

To find how fast it sinks, differentiate h(0,d) = h0(x_s) − √(d²−x_s²). The change of x_s does not contribute because F' = 0 there, so

dh(0,d)/dd = −d/√(d²−x_s²) = −√(1+s²).

The ridge sinks at v√(1+s²). The valley still sinks at v, since F ≥ −a−d everywhere and the valley ray attains this bound. Levelling therefore starts at d_c.

Just after onset, G can be expanded for small kx:

d/d_c ≈ 1 + (1+3ε²)k²x_s²/6.

Let δ = d/d_c − 1. Then

s ≈ ε kx_s ≈ ε √[6δ/(1+3ε²)].

The corner opens continuously from zero slope, but as a square root. The extra sinking rate per unit d is about s²/2 = 3ε²δ/(1+3ε²). Integrating over depth, with dd = d_c dδ and d_c ε² = a, gives the loss of peak-to-valley height

Δ ≈ (3/2) a δ²/(1+3ε²).

The height loss is quadratic in δ and is much harder to notice than the slope.

In the opposite limit, d → ∞, x_s approaches λ/2. The ridge is then the junction of two nearly circular arcs of radius d centred on the original valley bottoms. Expanding d − √(d²−λ²/4) gives the remaining height

h(0) − h(λ/2) ≈ λ²/(8d),

independent of a to this order. This requires d ≫ λ and s ≈ λ/(2d) ≪ ε. The memory of the original amplitude fades, while that of the wavelength remains.

The ray curve, if drawn in full, does have geometric cusps after d_c. They occur where dκ = 1, on either side of each crest, because dX/dx and dZ/dx = h0'(1−dκ) then vanish and change sign together. For any ray, F'' = (1+h0'²)^(3/2)(1/d − κ). Between the two cusps this is negative, so that section consists of local maxima of F and lies above the front, in material already removed.

**(g) Evaluate the results for λ = 10 µm, a = 0.5 µm and v = 0.5 µm/min. These are round model parameters, not data for a particular etchant.**

Solution. The wavenumber is k = 2π/10 = 0.6283 µm⁻¹, and the largest slope is ε = 0.5 × 0.6283 = 0.3142. The largest curvature is 0.3142 × 0.6283 = 0.1974 µm⁻¹, so

d_c = 1/0.1974 = 5.07 µm,
t_c = 5.07/0.5 = 10.1 min.

The critical depth is about ten times the amplitude and half the wavelength. At half this depth, 2.53 µm, the crest radius has fallen from 5.07 to 2.53 µm and the valley radius has risen to 7.60 µm. At 0.8 d_c they are 1.01 and 9.12 µm. The peak-to-valley height is still 1.000 µm in both cases.

At d_c the profile coefficient is

C = 0.75 × 0.3142 × [6 × 0.6283/(1+3 × 0.0987)]^(1/3) = 0.336 µm^(−1/3).

At a distance of 0.01 µm from the crest, the leading-order drop is 0.336 × 0.01^(4/3) = 7 × 10⁻⁴ µm, less than a nanometre. The curvature there is nevertheless large: to leading order it is (4/9) C X^(−2/3) = 3.2 µm⁻¹, about 16 times the initial crest value. At 0.1 µm from the crest it is still more than twice the initial crest value, so the sharpening is not confined to the immediate tip. The curvature becomes infinite only in the limit X → 0, which cannot be followed down to atomic distances, where a continuum surface is no longer a valid description.

At 1.2 d_c = 6.08 µm, the rays meeting at the ridge started 1.49 µm from the crest. The ridge slope is 0.253, the angle inside the solid is 151.6°, and the ridge sinks at 0.516 µm/min instead of 0.5. The height has fallen to 0.982 µm. The near-onset law would give a slope of 0.3142 × √(1.2/1.296) = 0.302, which is 19 % above the full result. At 1.001 d_c the law gives 0.02138 against 0.02136, so it is good close to onset but not at 20 % beyond it.

At 2 d_c the slope is 0.303 and the height 0.799 µm. The ray foot, at 2.93 µm, has passed the steepest point of the initial flank at λ/4 = 2.5 µm. The ridge slope was largest, equal to ε, when the foot was there:

d = 2.5 × √(1+1/0.3142²) = 8.34 µm.

After that the ridge becomes blunter.

The numerical output below also gives onset depths found from the minimum over discs alone, without rays or curvature. The tests cover amplitudes from 0.1 to 5 µm, and the found depths agree with 1/(ak²) to within one part in 10⁴. For a = 5 µm the initial slope exceeds 3, and the critical depth is 0.507 µm, much less than the surface height. The small excess for a = 0.1 µm, 25.3304 against 25.3303 µm, has the expected sign: the search needs a finite extra sinking of the crest, which grows only as δ², and so reports the onset slightly late.

**(h) How does the result change for another profile or for growth, and when does it fail?**

Solution. Part (c) used the sinusoid only through its largest convex curvature. The same argument applies to any smooth height profile for which κ has a positive maximum: the first singularity occurs at 1/κ_max. As a second case, add a harmonic that sharpens the crests,

h0 = a cos(kx) + b cos(2kx), b > 0.

Here −h0'' = ak² cos(kx) + 4bk² cos(2kx) ≤ (a+4b)k², with equality at x = 0, where the slope also vanishes. Hence

d_c = 1/[(a+4b)k²].

With b = 0.1a, the critical depth of the example falls by a factor 1.4, from 5.07 to 3.62 µm. A 10 % admixture matters this much because curvature weights each harmonic by the square of its wavenumber. A prediction for a real surface therefore needs its largest convex curvature, which need not lie at the top of a crest, and not merely its height and main period.

For growth at constant normal speed, the surface moves away from the solid. Reflection z → −z turns this into the etching problem with crests and valleys exchanged. A reflected sinusoid is the same sinusoid shifted by λ/2, so its valleys sharpen at the same depth 1/(ak²). For the two-harmonic profile the reflected curvature is different, and the two depths need not agree.

The law requires a rate set by a uniform surface reaction. If the supply of reactant limits the rate, exposed crests can etch faster than recessed valleys, and the height can fall before d_c. If the rate depends on orientation, as for crystalline silicon in alkaline etchants, the rays in general no longer follow the normals, and facets may appear. If the speed depends on curvature so that convex parts dissolve faster, v_n = v(1+ℓκ) with a small length ℓ > 0, crests sink faster than valleys from the start, so the height falls before d_c. At the crest the correction would equal the constant speed itself once the crest radius had shrunk to ℓ, so the constant-speed solution must fail before its curvature becomes infinite. Its errors build up during etching, so it can fail well before that radius is reached. Roughness, adhering gas bubbles and the atomic structure of the surface may also limit how sharp a real ridge can be.

Numbers as computed

```
wavelength = 10.0 um
amplitude a = 0.5 um
etch speed v = 0.5 um/min
wavenumber k = 0.62832 1/um
largest initial slope a k = 0.31416
largest initial curvature a k^2 = 0.19739 1/um
critical depth 1/(a k^2) = 5.0661 um
critical time = 10.132 min
onset from envelope of circles, and formula:
 a = 0.1 um: found 25.3304 um, formula 25.3303 um
 a = 0.5 um: found 5.0661 um, formula 5.0661 um
 a = 2.0 um: found 1.2665 um, formula 1.2665 um
 a = 5.0 um: found 0.5066 um, formula 0.5066 um
largest envelope-ray mismatch at 0.99 d_c = 1.8e-15 um
before onset, measured on the envelope:
 d/d_c = 0.0: depth 0.0000 um, crest radius 5.066 um,
  valley radius 5.066 um, peak-to-valley 1.0000 um
 d/d_c = 0.5: depth 2.5330 um, crest radius 2.533 um,
  valley radius 7.599 um, peak-to-valley 1.0000 um
 d/d_c = 0.8: depth 4.0528 um, crest radius 1.013 um,
  valley radius 9.119 um, peak-to-valley 1.0000 um
profile exponent at onset = 1.3333
profile coefficient, envelope = 0.3363 um^(-1/3)
profile coefficient, formula = 0.3363 um^(-1/3)
after onset:
 d/d_c = 1.001: depth 5.0711 um, ray foot 0.1083 um,
  ridge slope 0.02136, angle inside solid 177.55 deg,
  sinking speed 0.50011 um/min, peak-to-valley 1.00000 um
 d/d_c = 1.200: depth 6.0793 um, ray foot 1.4930 um,
  ridge slope 0.25334, angle inside solid 151.57 deg,
  sinking speed 0.51580 um/min, peak-to-valley 0.98185 um
 d/d_c = 2.000: depth 10.1321 um, ray foot 2.9341 um,
  ridge slope 0.30255, angle inside solid 146.33 deg,
  sinking speed 0.52238 um/min, peak-to-valley 0.79944 um
near-onset slope law at d/d_c = 1.001: 0.02138
```
